The electron-phonon matrix element and its supercell normalization, derived twice

A one-dimensional model crystal is held in a periodic box of 3 cells. In its vibrational ground state, the matrix element of the fluctuating potential between two given valence states, taken to first order in the ion displacements, has a root mean square of 28.48 meV. In a box of 9 cells, with the same two crystal momenta, it is 16.53 meV. The ratio is 1.7225, close to √3 = 1.7321 but not equal to it. Yet the coupling constants g of the two phonon modes involved hardly change: 23.91 and 43.14 meV in the small box, 23.91 and 43.45 meV in the large one. The factor that separates the two kinds of number follows from the definition of g; the small departure from √3 comes from the slight change of g with the number of k points.

**Setting and conventions**

The crystal has N cells at lattice vectors R_p, with periodic boundary conditions. The index κ labels an ion in the cell together with a Cartesian direction, M_κ is the mass of that ion, and u_κp is its displacement in cell p. Allowed wavevectors obey

Σ_p exp[i(q−q′)·R_p] = N δ_qq′,

where δ_qq′ identifies wavevectors that differ by a reciprocal lattice vector.

Bloch states ψ_nk are normalized to one cell, ∫_cell |ψ_nk|² = 1. States normalized in the whole box are φ_nk = ψ_nk/√N. Spin labels are suppressed, since the potential conserves spin.

The electrons are described by a Kohn-Sham potential V that follows the ions statically. To first order,

ΔV(r) = Σ_κp u_κp V_κp(r), V_κp = ∂V/∂u_κp.

Here V_κp is the self-consistent derivative: it includes the rearrangement of the electron density. Static response requires phonon energies small compared with the electronic excitation energies that matter. In the example the larger phonon energy at the wavevector used is 0.0048 Ha, and the smallest gap on the 9-point k mesh, which does not contain the zone boundary, is 0.318 Ha.

The ions move harmonically with real force constants C_κp,κ′p′. For a displacement w_κ exp(iq·R_p), the force on ion κ in cell 0 is −Σ_κ′ C_κκ′(q) w_κ′, where

C_κκ′(q) = Σ_p exp(iq·R_p) C_κ0,κ′p.

Setting w_κ = e_κ/√M_κ turns Newton's equation into

Σ_κ′ D_κκ′(q) e_κ′ν(q) = ω_qν² e_κν(q), D_κκ′ = C_κκ′/√(M_κM_κ′).

D is Hermitian, so its eigenvectors can be chosen orthonormal over one cell, Σ_κ e*_κν e_κν′ = δ_νν′. Real force constants give D(−q) = D(q)*, which permits e(−q) = e(q)* and ω_−qν = ω_qν. All modes treated below have ω > 0. Uniform translations have ω = 0; they are described by a centre-of-mass coordinate and momentum and are left out of the coupling.

The result to be derived is

H_ep = N^(−1/2) Σ_kqmnν g_mnν(k,q) c†_m,k+q c_nk (b_qν + b†_−qν), (1)

g_mnν(k,q) = Σ_κ l_κν e_κν(q) ⟨ψ_m,k+q|V_κq|ψ_nk⟩_cell, (2)

l_κν = √(ħ/(2M_κω_qν)), V_κq(r) = Σ_p exp(iq·R_p) V_κp(r). (3)

The mass stands inside the sum over ions. A single prefactor √(ħ/(2Mω)) is correct if all masses are equal. The lattice sum in (3) has no factor 1/N.

**First derivation: running waves and response in one cell**

Write the displacements and momenta as

u_κp = Σ_qν √(ħ/(2NM_κω_qν)) e_κν(q) exp(iq·R_p) (b_qν + b†_−qν), (4)

P_κp = −i Σ_qν √(ħM_κω_qν/(2N)) e_κν(q) exp(iq·R_p) (b_qν − b†_−qν).

Taking the adjoint and renaming q → −q reproduces each expression, so both are Hermitian. The prefactors are justified by the commutator. From [b_qν, b†_q′ν′] = δ_qq′δ_νν′,

[b_qν + b†_−qν, b_q′ν′ − b†_−q′ν′] = −δ_q′,−q δ_νν′ − δ_q′,−q δ_νν′ = −2δ_q′,−q δ_νν′.

The factor −2 cancels the 2 in the product of the square roots and turns −i into +i. With e(−q) = e(q)*,

[u_κp, P_κ′p′] = (iħ/N) √(M_κ′/M_κ) Σ_q exp[iq·(R_p−R_p′)] Σ_ν e_κν(q) e*_κ′ν(q)
= iħ δ_κκ′ δ_pp′.

The sum over ν gives δ_κκ′ by completeness, and the sum over q gives Nδ_pp′. The translations, in their own coordinates, supply their share of both sums. In [u,u] and [P,P] the two terms have opposite signs and cancel.

The energy confirms that the b operators belong to the normal modes. Orthonormality and the lattice sum give

Σ P²/(2M) = −¼ Σ_qν ħω (b_q − b†_−q)(b_−q − b†_q),
½ Σ uCu = +¼ Σ_qν ħω (b_q + b†_−q)(b_−q + b†_q).

On addition, the products b_q b_−q and b†_−q b†_q cancel, leaving ½Σħω(b_q b†_q + b†_−q b_−q) = Σħω(b†_q b_q + ½).

Now insert (4) into ΔV. The sum over p meets only exp(iq·R_p) V_κp, so

ΔV(r) = N^(−1/2) Σ_qν (b_qν + b†_−qν) Σ_κ l_κν e_κν(q) V_κq(r). (5)

The 1/√N comes from spreading one normal mode over N cells.

The electronic matrix element follows from translation symmetry. Since V_κp(r) = V_κ0(r−R_p), shifting r by a lattice vector R relabels the cells and gives

V_κq(r+R) = exp(iq·R) V_κq(r).

Hence the integral over the box is a sum of N cell integrals that differ by phases:

⟨φ_mk′|V_κq|φ_nk⟩_box
= (1/N) Σ_p exp[i(k+q−k′)·R_p] ⟨ψ_mk′|V_κq|ψ_nk⟩_cell
= δ_k′,k+q ⟨ψ_m,k+q|V_κq|ψ_nk⟩_cell. (6)

The 1/N from the two state normalizations is cancelled by the N equal cell contributions. Writing ΔV as Σ ⟨φ_i|ΔV|φ_j⟩ c†_i c_j and using (5) and (6) gives (1) and (2).

It remains to find V_κq without building the box. For a local approximation to exchange and correlation,

V = V_ion + ŵn + v_xc(n),

where ŵ is convolution with the electron repulsion. Differentiating and forming the lattice sum,

V_κq = V^ion_κq + (ŵ + f_xc) n_κq, f_xc = dv_xc/dn. (7)

The first-order density n_κq comes from perturbation theory. For an insulator with two spins per orbital, n = 2Σ_i f_i|φ_i|², where f_i is 0 or 1. A real perturbation δV changes an orbital by

δφ_i = Σ_j≠i φ_j ⟨φ_j|δV|φ_i⟩/(ε_i−ε_j).

The density change is 2Σ_i f_i(φ_i*δφ_i + δφ_i*φ_i). In the second term exchange the names i and j: it becomes the first with f_i replaced by f_j and the denominator reversed. Therefore

δn = 2 Σ_i≠j [(f_i−f_j)/(ε_i−ε_j)] φ_i*φ_j ⟨φ_j|δV|φ_i⟩.

Pairs with equal occupation drop out. The expression is linear in δV, so it also holds for the complex combination V_κq. With φ = ψ/√N and (6),

n_κq(r) = (2/N) Σ_kmn [(f_nk−f_m,k+q)/(ε_nk−ε_m,k+q)]
× ψ*_nk(r) ψ_m,k+q(r) ⟨ψ_m,k+q|V_κq|ψ_nk⟩_cell. (8)

The sum runs over pairs with different occupations. The 2 is spin, and 1/N makes the k sum an average over the Brillouin zone; it is unrelated to the phonon amplitude. Calling the linear map in (8) χ₀, equation (7) has the solution

V_κq = [1 − (ŵ+f_xc)χ₀]⁻¹ V^ion_κq,

provided the inverse exists. Metals, with fractional occupations and a Fermi level that can shift at q = 0, are not treated here.

**Second derivation: standing waves in a box**

This route uses real displacements and the ordinary one-dimensional oscillator. Take one mode ν at a wavevector q for which 2q is not a reciprocal lattice vector. Drop ν, and let X and Y be the amplitudes of two standing waves:

u_κp = √(2/(NM_κ)) Re[(X+iY) z_κp], z_κp = e_κ(q) exp(iq·R_p). (9)

To find the kinetic energy, set Z = X+iY and use (Re a)² = ½|a|² + ½Re(a²):

½ Σ_κp M_κ u̇_κp² = (1/N) Σ_κp (Re[Ż z_κp])²
= (1/2N) Σ_κp |Ż|²|e_κ|² + (1/2N) Re Σ_κp Ż² e_κ² exp(2iq·R_p)
= ½(Ẋ² + Ẏ²).

The first sum is N|Ż|² by the normalization of e. The second vanishes because 2q is not a reciprocal lattice vector. The complex pattern z_κp/√M_κ satisfies the eigenvalue equation, and so do its real and imaginary parts because the force constants are real. The restoring force is therefore −M_κω²u_κp, and the potential energy is

½ Σ_κp M_κω²u_κp² = ½ω²(X² + Y²).

Cross terms with other modes vanish: for the same pair ±q by orthogonality of the eigenvectors, for other wavevectors by the lattice sum. X and Y are thus two independent oscillators of unit mass, and

X = √(ħ/(2ω)) (B_X + B_X†), Y = √(ħ/(2ω)) (B_Y + B_Y†).

Next freeze the ions, in two separate calculations, in the real patterns Re[l_κz_κp] and Im[l_κz_κp]. Call the first-order self-consistent potential changes V_c and V_s, and define

G(r) = V_c(r) + iV_s(r).

By linearity G is the response to the complex pattern l_κz_κp. Translating the pattern by a lattice vector multiplies it by a phase, so G(r+R) = exp(iq·R)G(r). Define g as its element from k to k+q, ⟨φ_m,k+q|G|φ_nk⟩_box. Since V_c and V_s are real,

V_c = (G+G*)/2, V_s = (G−G*)/(2i).

The function G* carries wavevector −q and leads from k to k−q, which differs from k+q. It contributes nothing to the chosen element, hence

⟨φ_m,k+q|V_c|φ_nk⟩ = g/2, ⟨φ_m,k+q|V_s|φ_nk⟩ = g/(2i). (10)

A real frozen wave thus shows half of g, because half of its amplitude scatters the electron the other way.

To join the pieces, write 1/√M_κ = l_κ√(2ω/ħ) in (9):

ΔV = √(2/N) √(2ω/ħ) (X V_c − Y V_s)
= √(2/N) [(B_X+B_X†)V_c − (B_Y+B_Y†)V_s].

By (10), and because −1/i = i, the element from k to k+q is

√(2/N) (g/2) [B_X + B_X† + i(B_Y + B_Y†)].

Define

b_q = (B_X+iB_Y)/√2, b_−q = (B_X−iB_Y)/√2.

Then [b_q,b†_q] = ½(1+1) = 1, and [b_q,b†_−q] = ½(1+i²) = 0, so these are independent quanta. The bracket equals √2(b_q+b†_−q), and √2·½·√2 = 1. The element is

N^(−1/2) g (b_q + b†_−q),

as in (1). Superposing single-ion displacements gives G = Σ_κ l_κe_κV_κq, so this g is the one in (2).

If 2q is a reciprocal lattice vector, e can be chosen real and exp(iq·R_p) = ±1. There is one standing wave, u_κp = X e_κ exp(iq·R_p)/√(NM_κ), again with kinetic energy ½Ẋ². The frozen pattern l_κe_κexp(iq·R_p) now gives the full g, and the operator is N^(−1/2)g(B+B†), in agreement with (1) for b_q = b_−q.

**The box-size dependence explained**

In the phonon ground state |0⟩, the operator A = b_q + b†_−q has

⟨0|A†A|0⟩ = ⟨0|b_−q b†_−q|0⟩ = 1.

Different modes are uncorrelated, so the mean square matrix element between two chosen electron states is

⟨|M_mn|²⟩ = (1/N) Σ_ν |g_mnν(k,q)|². (11)

For N = 9 the printed couplings give

√(23.907² + 43.451²)/√9 = 49.59/3 = 16.53 meV,

and for N = 3

√(23.911² + 43.137²)/√3 = 49.32/1.732 = 28.48 meV.

Keeping one more digit in the two square roots, the ratio is √3 × 49.321/49.594 = 1.7225. The departure from √3 is the change of g itself. In the one-cell formulation N enters g through the k average, which fixes the ground-state density, the response and the phonons; three k points are slightly too few. With 27 points the couplings agree with those for 9 to the printed digits.

The fall of a single element does not make the coupling vanish in a large crystal. A golden-rule rate adds |g|²/N over N final wavevectors, which is a Brillouin-zone average with a finite limit when the integrand is integrable.

**The coupling assembled from its parts**

The model has lattice constant 6 bohr, ions A at 0 and B at half a cell with masses 40 and 20 u, and two electrons per cell. The ions are Gaussian wells of width 0.7 bohr and integrated strengths 2.0 and 0.5 Ha bohr. The electron repulsion is W/(1+Q²λ²) in Fourier space, with W = 1 Ha bohr and λ = 1 bohr, and v_xc = −γn^(1/3) with γ = 0.2 Ha bohr^(1/3). Neighbouring ions at distance d repel with energy 8 exp(−d/ρ) Ha, where ρ = 1 bohr. These are round parameters and represent no particular material.

Take valence-band scattering from k = 0 to q = 2π/(3a), with N = 9. Let d_κ = ⟨ψ_q|V_κq|ψ_0⟩_cell, with the free phase chosen to make d_A positive:

d_A = 0.005020 Ha/bohr,
d_B = −0.016043 + 0.027787i Ha/bohr.

For the lower mode, ω = 0.0025843 Ha. In atomic units the length for A is

l_A = 1/√(2 × 72915.54 × 0.0025843) = 0.05151 bohr,

and likewise l_B = 0.07285 bohr. With e_A = 0.88088 and e_B = 0.23667 + 0.40992i,

l_A e_A d_A = 0.05151 × 0.88088 × 0.005020 = 0.0002278 Ha,
l_B e_B d_B = 0.072848 × (−0.015187) = −0.0011063 Ha,
g = −0.0008785 Ha, |g| = 23.9 meV.

The two ions contribute with opposite signs. In the upper mode the contributions are 0.000090 and 0.001507 Ha. They add to 0.001597 Ha, or 43.5 meV. Ion B has the weaker well but the larger d_κ, so it dominates both sums.

Self-consistency does not act as a common reduction factor. If V_κq is replaced by the bare ionic derivative, with the same frequencies and eigenvectors, |g| is 47.1 meV for the lower mode and 18.5 meV for the upper. Electronic response therefore halves one coupling and more than doubles the other. As l_κ and e_κ are unchanged, the difference lies entirely in the potential matrix elements.

The numerical check compares the one-cell response with displaced ions in boxes of 3 and 9 cells. The frozen-wave elements agree with g/2 to about 5×10⁻⁶ of the largest |g|. The mean square, computed from the real-space covariance of the ions, agrees with (11) to about 2×10⁻⁵ of its largest value. The comparison uses only q = 2π/(3a), so the case where 2q is a reciprocal lattice vector is derived above but not tested.

**What each derivation assumes**

Both derivations need harmonic ions, stable modes, static electronic response and a potential linear in displacement. The linear term suffices when the actual displacements are small enough that higher orders fall below the accuracy wanted. The values 28.48 and 16.53 meV are those of the linear term alone; at the zero-point amplitudes of the 3-cell box, higher orders raise the full root mean square by a few percent. By (4) the mean square displacement of an ion in the phonon ground state is ⟨u_κp²⟩ = (1/N) Σ_qν l_κν²|e_κν(q)|². A mode that softens to ω → 0 at fixed q and N makes this diverge and spoils the expansion. At fixed q and ω a single mode contributes l_κν²|e_κν|²/N, which falls as the box grows. Long acoustic waves are different: with ω ∝ |q| and q = 2πj/(Na), l²/N is proportional to 1/|j| whatever N is, so in one dimension the sum grows as ln N, and the displacements from fixed lattice sites stay small only in a box of limited size. Both also take Kohn-Sham states as the scattering states, so g inherits the errors of the chosen functional.

The first derivation postulates the operator expansion (4) and justifies it by commutators and energy. It treats every allowed q alike, including those with 2q a reciprocal lattice vector. Its potential comes from a linear equation in one cell, which requires the derivative f_xc and a response formula suited to the occupations. The k mesh must connect k to k+q, but no box containing the phonon wavelength is built.

The second derivation postulates only ordinary oscillators, and finds their normalization from the kinetic energy. Its potential can come from ground-state calculations alone, without f_xc or χ₀. The price is a box commensurate with q, displacements small enough for the linear term to dominate, and separate treatment of wavevectors equivalent to their negatives. Overlooking the factor one half in (10) would make |g|² too small by a factor of four.

The normalization of the parts must be kept consistent. Box-normalized states integrated over the box give the same g, by (6). If the phonon eigenvector is instead normalized over the whole box, it contains 1/√N, and the resulting matrix element is g/√N, with no further prefactor in (1).

Phases remain free. Multiplying ψ or e by a phase changes g but not |g|. Within degenerate electron bands or phonon modes, unitary mixing changes the individual |g|² as well; the sum of |g|² over the complete degenerate sets is unchanged. Reversing the process gives

g_mnν(k,q)* = g_nmν(k+q,−q),

because V_κq* = V_κ,−q and e(q)* = e(−q). This relation makes H_ep Hermitian.

Finally, the frequencies in l_κ already include the static electronic response through the force constants. Using H_ep to calculate a further shift of those frequencies would count that response again unless it is first subtracted.

Values computed for the example and the checks

```
lattice constant 6.0 bohr; grid points per cell 21
well strengths A, B: 2.0, 0.5 Ha bohr
well width 0.7 bohr
repulsion W 1.0 Ha bohr; its length 1.0 bohr
xc coefficient gamma 0.2 Ha bohr^(1/3)
ion repulsion A 8.0 Ha; decay length 1.0 bohr
ion spring from repulsion 0.39830 Ha/bohr^2
masses A, B: 40.0, 20.0 u
masses A, B: 72915.54, 36457.77 electron masses
q 0.349066 1/bohr; q a/(2 pi) 0.333333
band gap on 9-point k grid 0.31809 Ha
Valence band, k=0 to q, N=9; phase chosen so d_A is real positive:
d_A = +0.005020 -0.000000 i Ha/bohr
d_B = -0.016043 +0.027787 i Ha/bohr
mode 1: omega 0.0025843 Ha = 70.323 meV
  l_A, l_B: 0.051511, 0.072848 bohr
  e_A +0.880884; e_B +0.236666 +0.409918 i
  part A +0.0002278 +0.0000000 i Ha
  part B -0.0011063 +0.0000000 i Ha
  g -0.0008785 +0.0000000 i Ha
  |g| 23.907 meV; with bare ion potential 47.055 meV
mode 2: omega 0.0048228 Ha = 131.236 meV
  l_A, l_B: 0.037707, 0.053326 bohr
  e_A +0.473333; e_B -0.440442 -0.762868 i
  part A +0.0000896 -0.0000000 i Ha
  part B +0.0015072 -0.0000000 i Ha
  g +0.0015968 -0.0000000 i Ha
  |g| 43.451 meV; with bare ion potential 18.472 meV
N=3: |g| modes 1, 2: 23.911, 43.137 meV
N=9: |g| modes 1, 2: 23.907, 43.451 meV
N=27: |g| modes 1, 2: 23.907, 43.451 meV
N=3: rms element, supercell 28.4754 meV; from g 28.4754 meV
  relative errors: potential 1.4e-05, force constants 2.4e-06
  mean square 1.4e-05, frozen wave 4.7e-06, forbidden k 2.4e-06
N=9: rms element, supercell 16.5311 meV; from g 16.5311 meV
  relative errors: potential 1.4e-05, force constants 2.4e-06
  mean square 2.3e-05, frozen wave 5.3e-06, forbidden k 2.2e-06
rms ratio N=3 to N=9: 1.7225; sqrt(3) = 1.7321
Hermiticity relative error 5.6e-16
```
